\section*{Photon-energy window for heavy-to-light-hole absorption in degenerate p-type germanium}

\section{A mass ratio of four}

Suppose that heavy holes have four times the mass of light holes, and that at zero temperature holes fill both bands up to a common Fermi energy $E_F$. At a given wavevector the kinetic energy is inversely proportional to the mass, so a light hole has four times the energy of a heavy hole.

A photon carries almost no momentum on this scale. It can therefore lift a hole from the heavy to the light band only at fixed wavevector, and only if the light state there is empty. Consider the fastest heavy hole, with energy $E_F$. The light state above it has energy $4E_F$ and is empty, so the transition costs $3E_F$. Now move to smaller wavevectors. The light state comes down until its energy reaches $E_F$, where it is about to be filled. The heavy hole at that wavevector has energy $E_F/4$, and the transition costs $3E_F/4$. At still smaller wavevectors the light state is occupied and the transition is blocked. Absorption thus runs from $3E_F/4$ to $3E_F$, and the ratio of the two edges is four, the mass ratio itself.

\section{Conventions and the Fermi energy}

I use Rydberg atomic units: $\hbar=1$, the free-electron mass is $1/2$, and $e^2=2$. Hole energy is counted positive downward from the top of the valence bands. With masses $m_h>m_l$ in units of the free-electron mass,
\begin{equation}
E_h(k)=\frac{k^2}{m_h},\qquad E_l(k)=\frac{k^2}{m_l},\qquad r\equiv\frac{m_l}{m_h}<1 .
\label{bands}
\end{equation}
Each band is twofold degenerate. In electron language the same absorption event lifts an electron from the light band to an empty state of the heavy band, because at given $k$ the light band lies lower in electron energy.

At zero temperature each band holds holes up to the wavevector at which its energy equals $E_F$:
\begin{equation}
k_h=\sqrt{m_hE_F},\qquad k_l=\sqrt{m_lE_F}=\sqrt r\,k_h<k_h .
\label{kf}
\end{equation}
A sphere of radius $k_F$ with two states per wavevector contains the density $2\,(4\pi k_F^3/3)/(2\pi)^3=k_F^3/(3\pi^2)$. The total hole density is therefore
\begin{equation}
p=\frac{k_h^3+k_l^3}{3\pi^2}
=\frac{E_F^{3/2}\,(m_h^{3/2}+m_l^{3/2})}{3\pi^2},
\end{equation}
which is solved by
\begin{equation}
E_F=\frac{(3\pi^2p)^{2/3}}{(m_h^{3/2}+m_l^{3/2})^{2/3}} .
\label{ef}
\end{equation}

\section{First derivation: Fermi wavevectors as limits}

A vertical transition needs a hole in the heavy state at $\mathbf k$ and no hole in the light state at the same $\mathbf k$. The first condition is $k<k_h$ and the second is $k>k_l$. Together they leave the shell
\begin{equation}
k_l<k<k_h .
\label{shell}
\end{equation}
The two Fermi wavevectors are limits on one common wavevector. They are not the initial and final wavevectors of a transition; a jump from $k_h$ to $k_l$ would not be vertical.

Energy conservation at fixed $k$ requires
\begin{equation}
\omega=E_l(k)-E_h(k)=Dk^2,\qquad D\equiv\frac1{m_l}-\frac1{m_h}>0 .
\label{omega}
\end{equation}
Since $Dk^2$ increases steadily with $k$, the shell maps onto a single interval of photon energy. Its ends follow from \eqref{kf}:
\begin{align}
Dk_l^2&=\left(\frac1{m_l}-\frac1{m_h}\right)m_lE_F=E_F\left(1-\frac{m_l}{m_h}\right),\\
Dk_h^2&=\left(\frac1{m_l}-\frac1{m_h}\right)m_hE_F=E_F\left(\frac{m_h}{m_l}-1\right).
\end{align}
With $\hbar$ restored, the window is
\begin{equation}
E_F\left(1-\frac{m_l}{m_h}\right)<\hbar\omega<E_F\left(\frac{m_h}{m_l}-1\right).
\label{window}
\end{equation}

The ratio of the edges is $k_h^2/k_l^2=m_h/m_l$ at any density, while each edge grows as $p^{2/3}$ through \eqref{ef}. The width is $E_F(1/r-2+r)=E_F(1-r)^2/r$. As the masses become equal, both edges go to zero in proportion to $1-r$ and the width vanishes faster, as $(1-r)^2$. In the opposite limit, $m_l\to0$ at fixed $m_h$ and $p$, the Fermi energy tends to $(3\pi^2p)^{2/3}/m_h$. The lower edge then tends to $E_F$ itself, and the upper edge grows as $(3\pi^2p)^{2/3}/m_l$. Long before that limit, however, a real light band ceases to be parabolic.

\section{Second derivation: the absorbed power}

The counting argument shows where absorption is permitted, not that it occurs. The second route computes the absorption and lets the window emerge from it.

\subsection{The optical matrix element}

The valence-band top is built from three $p$-like orbitals with spin. An isotropic Hamiltonian quadratic in $\mathbf k$ acts on the orbital index as
\begin{equation}
H_{ij}=T k^2\delta_{ij}+(L-T)k_ik_j ,
\label{ham}
\end{equation}
so that an orbital along $\mathbf k$ has energy $Lk^2$ and one across it $Tk^2$. Spin-orbit coupling separates the states into a quartet of total angular momentum $3/2$ and a split-off doublet. I take the splitting as large and keep the quartet. Let $z$ be the direction of $\mathbf k$, and let $|\pm\rangle$ be the transverse orbitals with angular momentum $\pm1$ about it. The quartet is
\begin{align}
\text{heavy:}\quad&|{+}\uparrow\rangle,\qquad|{-}\downarrow\rangle,\\
\text{light:}\quad&\sqrt{\tfrac23}\,|z\uparrow\rangle+\sqrt{\tfrac13}\,|{+}\downarrow\rangle,\qquad
\sqrt{\tfrac23}\,|z\downarrow\rangle+\sqrt{\tfrac13}\,|{-}\uparrow\rangle .
\end{align}
The heavy states are purely transverse and have energy $Tk^2$. The light states are longitudinal with probability $2/3$ and have energy $(2L+T)k^2/3$. Comparison with \eqref{bands} gives
\begin{equation}
\frac1{m_h}=T,\qquad\frac1{m_l}=\frac{2L+T}{3},\qquad D=\frac23(L-T).
\label{masses}
\end{equation}

Light polarized along the unit vector $\hat{\mathbf u}$ couples through the derivative of $H$ along $\hat{\mathbf u}$:
\begin{equation}
(\hat{\mathbf u}\cdot\nabla_{\mathbf k}H)_{ij}=2T(\mathbf k\cdot\hat{\mathbf u})\delta_{ij}+(L-T)(u_ik_j+k_iu_j).
\end{equation}
Between a light and a heavy state the first term vanishes, because the states are orthogonal. In the second, $u_ik_j$ projects the heavy state on $\mathbf k$ and gives zero. What remains is $k_iu_j$, which picks out the longitudinal part of the light state and needs equal spins. Each heavy state thus couples to one light state, with squared element
\begin{equation}
(L-T)^2k^2\cdot\frac23\cdot\frac{\sin^2\theta}{2},
\end{equation}
where $\theta$ is the angle between $\mathbf k$ and $\hat{\mathbf u}$, and $\sin^2\theta/2$ is the weight of $\hat{\mathbf u}$ in one circular orbital. Adding the two pairs and using $L-T=3D/2$,
\begin{equation}
S(\mathbf k)=\frac23\cdot\frac94D^2k^2\sin^2\theta=\frac32D^2k^2\sin^2\theta .
\label{strength}
\end{equation}
The average of $\sin^2\theta$ over directions is $2/3$, so the average of $S$ is $D^2k^2$. It vanishes at $k=0$ but nowhere in the shell.

\subsection{Rate and power}

Let $\mathcal A_0\cos\omega t$ be the vector potential multiplied by the hole charge, in units that absorb the speed of light. It replaces $\mathbf k$ by $\mathbf k-\hat{\mathbf u}\mathcal A_0\cos\omega t$, so to first order the perturbation is $-\mathcal A_0\cos\omega t\;\hat{\mathbf u}\cdot\nabla_{\mathbf k}H$. The part that absorbs a photon has amplitude $\mathcal A_0/2$. Upward transitions carry the factor $f_h(1-f_l)$ and stimulated downward ones $f_l(1-f_h)$; the difference is $f_h-f_l$, where $f$ is the hole occupation. The golden rule gives the net rate per volume
\begin{equation}
W=2\pi\left(\frac{\mathcal A_0}{2}\right)^2\!\int\!\frac{d^3k}{(2\pi)^3}\,S(\mathbf k)\,(f_h-f_l)\,\delta(Dk^2-\omega).
\end{equation}
The angular integral of $S$ is $4\pi D^2k^2$, and the delta function fixes $k=k_\omega\equiv\sqrt{\omega/D}$ with the factor $1/(2Dk_\omega)$:
\begin{align}
W&=\frac{\mathcal A_0^2}{4\pi}D^2\int_0^\infty dk\,k^4(f_h-f_l)\,\delta(Dk^2-\omega)\\
&=\frac{\mathcal A_0^2}{8\pi}\,D\,k_\omega^3\,(f_h-f_l)\big|_{k_\omega}.
\end{align}
The force on a hole has amplitude $F_0=\omega\mathcal A_0$. The absorbed power per volume is $\omega W$, and with $Dk_\omega^2=\omega$ it becomes
\begin{equation}
P(\omega)=\frac{F_0^2}{8\pi}\,k_\omega\,\bigl[f(E_h)-f(E_l)\bigr].
\label{power}
\end{equation}
The photon energy fixes both hole energies:
\begin{equation}
E_h=\frac{\omega}{Dm_h}=\frac{\omega}{1/r-1},\qquad E_l=\frac{\omega}{Dm_l}=\frac{\omega}{1-r}.
\label{pair}
\end{equation}
At zero temperature $f$ is one below $E_F$ and zero above. Since $E_h<E_l$, the bracket in \eqref{power} is one when $E_h<E_F<E_l$ and zero otherwise. The condition $E_F<E_l$ reads $\omega>E_F(1-r)$, and $E_h<E_F$ reads $\omega<E_F(1/r-1)$. This is \eqref{window} again.

The spectrum inside is now known as well. At fixed internal field the power rises as $\sqrt\omega$, starting and ending with a step. The steps stand in the ratio $k_h/k_l=\sqrt{m_h/m_l}$, so in this model the upper one is the taller.

\section{What each derivation assumes}

The first derivation uses the exclusion principle, a sharp Fermi surface and a transition energy that increases with $k$. It needs no wavefunctions. It does assume that photons are absorbed one at a time and that the light leaves the occupations undisturbed, so it too is limited to weak fields. It carries over to bands of other shapes: along each direction one evaluates $E_l-E_h$ at the two Fermi wavevectors belonging to that direction. In return, it cannot tell whether the permitted interval is filled, and it gives no heights.

The second derivation assumes a weak field, the wavefunctions of \eqref{ham}, and a remote split-off band. A change of band shape requires new matrix elements. It shows that absorption is nonzero throughout the interval, and \eqref{power} holds at finite temperature if $f$ is the Fermi function.

Both treat holes as independent particles with sharp energies, and both neglect the photon momentum. A rigid shift of the two valence bands together, which interactions in a heavily doped crystal can produce, cancels in $E_l-E_h$. It also leaves $E_F$ unchanged when this is measured from the shifted band top at fixed density. What matters is a shift that differs between the bands or varies with $k$.

\section{Germanium with $2\times10^{18}$ holes per cm$^3$}

\subsection{The ideal window}

Take heavily p-doped germanium at 4.2 K. As inputs I choose the band parameters $\gamma_1=13.4$, $\gamma_2=4.2$ and $\gamma_3=5.7$, a set that resembles germanium and is not meant as precise data. Their spherical average is $\bar\gamma=(2\gamma_2+3\gamma_3)/5=5.1$, and the masses are
\begin{equation}
m_h=\frac1{\gamma_1-2\bar\gamma}=\frac1{3.2}=0.3125,\qquad
m_l=\frac1{\gamma_1+2\bar\gamma}=\frac1{23.6}=0.0424,
\end{equation}
with ratio $7.375$. The density is $0.002\ \mathrm{nm^{-3}}$, so
\begin{equation}
k_h=\left(\frac{3\pi^2\times0.002}{1+7.375^{-3/2}}\right)^{1/3}\mathrm{nm^{-1}}=0.3835\ \mathrm{nm^{-1}},
\end{equation}
and $k_l=k_h/\sqrt{7.375}=0.1412\ \mathrm{nm^{-1}}$. Light holes make up 4.8\% of the density. Converting $k_h^2/m_h$ gives $E_F=17.93$ meV, and the edges are
\begin{align}
\hbar\omega_{\min}&=17.93\,(1-1/7.375)=15.5\ \text{meV}\quad(80\ \mu\text{m}),\\
\hbar\omega_{\max}&=17.93\,(7.375-1)=114.3\ \text{meV}\quad(11\ \mu\text{m}).
\end{align}

These formulas were tested by diagonalizing the six-state Hamiltonian, with a very remote split-off band, on $44^3$ wavevectors in one octant and filling the states by counting. The Fermi energy came out as 17.92 meV, and the allowed transitions ran from 15.64 to 114.2 meV, in agreement within the grid spacing. The strength \eqref{strength}, tested for eight random pairs of wavevector and polarization directions, agreed with the eigenvectors to within 0.1\%.

\subsection{Temperature, scattering and intraband response}

The Fermi function falls from 0.9 to 0.1 over an energy $2\ln9\,k_BT$. By \eqref{pair}, an interval of $E_l$ is multiplied by $1-r$ to become an interval of photon energy at the lower edge, and an interval of $E_h$ by $1/r-1$ at the upper edge. At 4.2 K the widths are 1.4 and 10 meV. In absolute terms the upper edge is the more blurred, because a small change of heavy-hole energy goes with a large change of light-hole energy. Relative to its own energy each edge is blurred equally, by about 9\%. The degeneracy temperature $E_F/k_B$ is 208 K, so at room temperature the zero-temperature window does not apply.

A rough mobility of 500 cm$^2$/Vs and the heavy mass give a scattering width $\hbar/\tau=7.4$ meV, about half the energy of the lower edge. The intraband motion of the holes also has a screened plasma energy of 26.8 meV for a background dielectric constant of 16. In a collisionless model with this intraband response alone, the dielectric function is negative below that energy and light does not propagate. The lower edge lies there, so it should not be expected as a clean onset in transmission. Photon momentum, by contrast, shifts the upper edge by at most about 1.6 meV.

\subsection{Exchange between holes}

Exchange lowers the energy of a hole through its overlap with the occupied states. In the quartet, the projector on heavy states along $\hat{\mathbf n}$ is $(\hat{\mathbf n}\cdot\mathbf J)^2/2-1/8$. Its mean in a heavy state along a direction at angle $\alpha$ is
\begin{equation}
\frac12\left(\frac94\cos^2\alpha+\frac34\sin^2\alpha\right)-\frac18=\frac{1+3\cos^2\alpha}{4}.
\end{equation}
This is the weight $w_{bb'}$ for equal bands; for different bands it is the remainder, $3\sin^2\alpha/4$. With static screening the exchange energy is
\begin{equation}
\Sigma_b(k)=-\sum_{b'}\int_{q<k_{b'}}\!\frac{d^3q}{(2\pi)^3}\,
\frac{8\pi\,w_{bb'}}{\epsilon\,(|\mathbf k-\mathbf q|^2+\kappa^2)},\qquad
\kappa^2=\frac{8\pi}{\epsilon}\,\frac{3p}{2E_F},
\end{equation}
where $3p/(2E_F)=dp/dE_F$. Here $\kappa=0.435\ \mathrm{nm^{-1}}$, somewhat larger than $k_h$.

Exchange changes the transition energy at fixed $k$ by $\Sigma_l-\Sigma_h$, and it also moves holes between the bands until their Fermi energies agree again. To first order, at fixed density, the two effects together raise the lower edge by about 0.4 meV and shift the upper one by less than 0.1 meV. The shift of the upper edge is the net of two terms of opposite sign, each between 0.1 and 0.15 meV in size, so both are small beside the edge itself. The estimate omits the attraction between the excited hole and the vacancy it leaves, as well as dynamic screening. Within it, exchange matters less than the band shape. The smallness is owed to the static screening, which is doubtful for transitions far above the plasma energy: halving $\kappa$ gives shifts of 1.4 and 0.3 meV, and without screening they are about 6 and 4 meV.

\subsection{Band shape, and the real material}

The split-off band, roughly 290 meV away, pushes the light band toward smaller hole energy. With isotropic bands this lowers the upper edge from 114 to 89 meV, or by 22\%, and leaves the lower one at 15.4 meV. Transitions that involve the split-off band itself begin near 283 meV, well above the window.

The real bands are also warped. The table gives the edges in meV along two crystal directions at the same density.

\begin{center}
\begin{tabular}{lcc}
 & $[100]$ & $[111]$\\
Warping alone & 12.6--55.1 & 15.1--187\\
Warping and split-off band & 12.3--48.5 & 14.7--119
\end{tabular}
\end{center}

In a test with 40 random directions, none had a lower edge below that of $[100]$ or an upper edge above that of $[111]$, in either row. With both effects the window of the six-state model therefore extends from about 12 to 119 meV. That model omits the further bending of the light band by the conduction band, about 0.9 eV away; including it at the same band-edge masses lowers the upper edges by 5 to 7\%, to about 45 meV along $[100]$ and 112 meV along $[111]$, and moves the lower edges by 0.1 meV or less. That the top lies so near the ideal 114 meV is a cancellation: warping raises the $[111]$ edge to 187 meV and the split-off band brings it back down. The close match is particular to this density.

The chosen density is well inside the metallic range of p-type germanium, which begins at roughly $2\times10^{17}$ cm$^{-3}$, and at 4.2 K the holes are degenerate. At the upper edge, neither isotropy nor the parabolic light band is a good approximation. Different directions stop absorbing at different energies, from 45--50 meV along $[100]$ to 110--120 meV along $[111]$, so the single upper step of the model is spread over that range. Equation \eqref{window} gives the scale of the absorption range and shows that it moves up with doping; it should not be used to read a density from one sharp edge. At higher doping the upper edge of \eqref{window} climbs to the split-off energy, which it reaches near $8\times10^{18}$ cm$^{-3}$, and then passes it; the parabolic light band becomes a poorer approximation still. Coupling to the split-off band makes the edge rise more slowly than $p^{2/3}$, and does so already at the density chosen here: in the six-state model the $[111]$ edge grows only from 119 meV to about 162 meV at $8\times10^{18}$ cm$^{-3}$. The six-state edges at $2\times10^{18}$ cm$^{-3}$ and the statically screened shifts are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical material values)
band parameter g1: 13.4
band parameter g2: 4.2
band parameter g3: 5.7
split-off energy: 290 meV
dielectric constant: 16
hole mobility: 500 cm2/Vs
hole density: 2e+18 cm^-3
temperature: 4.2 K
IDEAL WINDOW
spherical band parameter: 5.1
heavy mass: 0.3125 m_e
light mass: 0.04237 m_e
mass ratio mh/ml = edge ratio: 7.375
Fermi energy: 17.93 meV
heavy Fermi wavevector: 0.3835 nm^-1
light Fermi wavevector: 0.1412 nm^-1
light-hole share of density: 4.76 %
lower edge: 15.5 meV
upper edge: 114.3 meV
lower-edge wavelength: 79.99 um
upper-edge wavelength: 10.85 um
GRID CHECK
counted Fermi energy: 17.92 meV
smallest allowed photon energy: 15.64 meV
largest allowed photon energy: 114.2 meV
mean optical strength / formula: 1
NEGLECTED EFFECTS
split-off coupling: lower edge: 15.4 meV
split-off coupling: upper edge: 88.8 meV
onset of split-off transitions: 283 meV
warping only: lower edge [100]: 12.6 meV
warping only: lower edge [111]: 15.1 meV
warping only: upper edge [100]: 55.1 meV
warping only: upper edge [111]: 187 meV
warping + split-off: lower edge [100]: 12.3 meV
warping + split-off: lower edge [111]: 14.7 meV
warping + split-off: upper edge [100]: 48.5 meV
warping + split-off: upper edge [111]: 119 meV
thermal 10-90% width, lower edge: 1.37 meV
thermal 10-90% width, upper edge: 10.1 meV
degeneracy temperature EF/kB: 208 K
scattering width hbar/tau: 7.4 meV
screening wavevector: 0.435 nm^-1
exchange shift, lower edge: 0.4 meV
exchange shift, upper edge: -0.014 meV
screened plasma energy: 26.8 meV
photon-momentum shift, upper edge: 1.6 meV
\end{verbatim}
